# Hard-wall subbands and degeneracies of a rectangular nanosheet with anisotropic masses

Consider an electron confined to a rectangle of thickness \(T\) along \(x\) and width \(W\) along \(y\), with effective masses \(m_x\) and \(m_y\) in these directions. If the potential vanishes inside and the walls are impenetrable, the confinement operator is

\[
H_\perp=-\frac{\hbar^2}{2m_x}\frac{\partial^2}{\partial x^2}-\frac{\hbar^2}{2m_y}\frac{\partial^2}{\partial y^2}.
\]

Measure each coordinate in units of its own side, \(x=T\xi\) and \(y=W\eta\). Each derivative then brings out one inverse length, and

\[
H_\perp=-\frac{\hbar^2}{2m_xT^2}\frac{\partial^2}{\partial \xi^2}-\frac{\hbar^2}{2m_yW^2}\frac{\partial^2}{\partial \eta^2},\qquad 0<\xi,\eta<1 .
\]

The domain is now a unit square with no parameter left in it. Masses and lengths enter only through \(m_xT^2\) and \(m_yW^2\), so every level must have the form

\[
E=\frac{\hbar^2}{m_xT^2}\,F(\rho),\qquad \rho=\frac{m_yW^2}{m_xT^2},
\]

with \(F\) a pure number for each state. Doubling a side has the same effect as quadrupling the mass along it. The shape that matters for the spectrum is therefore not \(W/T\) but \(\sqrt{\rho}\), the aspect ratio weighted by the masses. Symmetry adds one more fact. The reflections \(x\to T-x\) and \(y\to W-y\) commute with \(H_\perp\) and with each other, so they can be diagonalized together and force no degeneracy. Any orbital degeneracy within one valley has to come from special values of \(\rho\).

The full problem includes the transport direction \(z\), with mass \(m_z\). I assume that the inverse-mass tensor of the valley is diagonal in the axes \(x,y,z\) and constant in space. The envelope function obeys

\[
-\frac{\hbar^2}{2}\left(\frac{1}{m_x}\partial_x^2+\frac{1}{m_y}\partial_y^2+\frac{1}{m_z}\partial_z^2\right)\Psi=E\Psi ,
\]

with \(\Psi=0\) on the four walls. Nothing depends on \(z\), so \(\Psi=\psi(x,y)e^{ikz}\), where \(k\) is measured from the valley minimum. The \(z\) derivative contributes \(\hbar^2k^2/(2m_z)\), and what remains is \(H_\perp\psi=E_\perp\psi\).

Try a product \(\psi=X(x)Y(y)\). Inserting it and dividing by \(XY\) gives

\[
-\frac{\hbar^2}{2m_x}\frac{X''}{X}-\frac{\hbar^2}{2m_y}\frac{Y''}{Y}=E_\perp .
\]

The first term depends on \(x\) alone and the second on \(y\) alone, while their sum is constant; each is therefore a constant. Call the first \(\varepsilon\), so that

\[
X''=-\frac{2m_x\varepsilon}{\hbar^2}X,\qquad X(0)=X(T)=0 .
\]

If \(\varepsilon<0\), the solution that vanishes at \(x=0\) is a hyperbolic sine, which has no second zero. If \(\varepsilon=0\), it is a straight line, which has none either. For \(\varepsilon>0\) it is \(\sin qx\) with \(q^2=2m_x\varepsilon/\hbar^2\), and the wall at \(T\) requires \(qT=n\pi\). The value \(n=0\) gives no wave function at all, and \(-n\) gives the same state as \(n\) with the opposite sign, so \(n=1,2,3,\dots\) Since \(\sin^2\) averages to one half over whole half-waves, the normalized solution is

\[
X_n=\sqrt{\frac{2}{T}}\sin\frac{n\pi x}{T},\qquad \varepsilon=\frac{\hbar^2q^2}{2m_x}=\frac{\pi^2\hbar^2n^2}{2m_xT^2}.
\]

The width is treated in the same way, with an integer \(p=1,2,3,\dots\) Adding the three energies gives the subbands

\[
E_{np}(k)=E_xn^2+E_yp^2+\frac{\hbar^2k^2}{2m_z},\qquad
E_x=\frac{\pi^2\hbar^2}{2m_xT^2},\quad E_y=\frac{\pi^2\hbar^2}{2m_yW^2},
\]

and \(\rho=E_x/E_y\), in agreement with the scaling argument.

A product was assumed, so it must be shown that no other states exist. A function on \((0,T)\) can be continued as an odd function to \((-T,T)\), where its Fourier series contains sines only; the \(X_n\) are therefore complete. Expanding \(\psi\) first in \(x\), and then each coefficient in \(y\), shows that the products \(X_nY_p\) are complete on the rectangle. Let \(\psi\) be any eigenstate with energy \(E_\perp\), and let \(c_{np}=\int X_nY_p\psi\,dx\,dy\). Two integrations by parts give

\[
\int_0^T X_n\,\partial_x^2\psi\,dx=\Big[X_n\partial_x\psi-X_n'\psi\Big]_0^T+\int_0^T X_n''\psi\,dx=-\frac{n^2\pi^2}{T^2}\int_0^T X_n\psi\,dx ,
\]

because both \(X_n\) and \(\psi\) vanish at the walls. With the same step in \(y\), projecting \(H_\perp\psi=E_\perp\psi\) on \(X_nY_p\) yields

\[
(E_xn^2+E_yp^2-E_\perp)\,c_{np}=0 .
\]

Only products whose energy equals \(E_\perp\) can appear in \(\psi\). Every eigenstate is thus a product or a combination of degenerate products, and the degeneracy of a level is the number of pairs \((n,p)\) that share its energy.

Suppose that two different pairs \((n,p)\) and \((n',p')\) coincide. Then \(E_x(n^2-n'^2)=E_y(p'^2-p^2)\). If \(n=n'\), this forces \(p=p'\), so \(n\ne n'\) and division is allowed:

\[
\rho=\frac{p'^2-p^2}{n^2-n'^2}.
\]

This is a ratio of integers. For irrational \(\rho\) there is no orbital degeneracy anywhere in the ladder. Conversely, let \(\rho=a/b\) with positive integers \(a,b\). Then \(E_x=(a/b)E_y\) and

\[
E_{np}(0)=\frac{E_y}{b}\left(an^2+bp^2\right).
\]

The identity \((2s+1)^2-(2s-1)^2=8s\) supplies a coincidence. Compare the pairs \((2b+1,\,2a-1)\) and \((2b-1,\,2a+1)\), whose entries are all positive. Going from the second to the first raises \(an^2\) by \(a\cdot 8b\) and lowers \(bp^2\) by \(b\cdot 8a\), and the two changes cancel. Orbital degeneracy therefore occurs somewhere in the ladder if and only if \(\rho\) is rational, and its size is the number of positive integer solutions of \(an^2+bp^2=N\) for the given \(N\).

This criterion needs a physical reading, since no length is known well enough to be called rational. What counts is whether a coincidence lies low enough to be occupied, and whether levels are closer than their broadening. Take round model parameters: a heavy mass \(M=0.9\,m_e\) along the thickness, a light mass \(m=0.2\,m_e\) along the width, \(T=5\) nm and \(W=20\) nm. Energies in meV and lengths in nm suit a device, and the constant needed is \(\pi^2\hbar^2/(2m_e)=376.03\) meV nm². Then

\[
E_x=\frac{376.03}{0.9\cdot 25}=16.712\ \text{meV},\qquad
E_y=\frac{376.03}{0.2\cdot 400}=4.700\ \text{meV},
\]

and \(\rho=(0.2\cdot400)/(0.9\cdot25)=32/9\). The lowest coincidence is between \((4,6)\) and \((5,2)\):

\[
32\cdot16+9\cdot36=836=32\cdot25+9\cdot4 ,
\]

at \((4.700/9)\cdot836\approx436.6\) meV. Thirty distinct levels of this valley lie below it. Room-temperature thermal energy is roughly 26 meV, so for a lightly filled sheet this degeneracy is of no consequence, although \(\rho\) is rational.

A more visible degeneracy is the exchange \(n\leftrightarrow p\), familiar from the isotropic square. It requires

\[
E_xn^2+E_yp^2-E_xp^2-E_yn^2=(E_x-E_y)(n^2-p^2)=0
\]

for all \(n,p\), hence \(E_x=E_y\), or \(\rho=1\). The width must be

\[
W=T\sqrt{\frac{m_x}{m_y}}=5\sqrt{4.5}\ \text{nm}=10.607\ \text{nm}.
\]

At this width \((1,2)\) and \((2,1)\) both lie at \(5\cdot16.712=83.56\) meV. Higher up, number theory adds to the exchange: \(50=1+49=25+25=49+1\) makes \((1,7)\), \((5,5)\) and \((7,1)\) a threefold level at 835.6 meV. A geometrical square, by contrast, has \(\rho=m_y/m_x\ne1\). For \(T=W=5\) nm the energies are \(E_x=16.712\) and \(E_y=75.206\) meV, which puts \((2,1)\) at 142.1 meV and \((1,2)\) at 317.5 meV. The walls have the symmetry of the square, but the kinetic energy of this valley does not.

A semiconductor can have several equivalent valleys, and confinement treats them differently when their masses are oriented differently. Take three pairs of ellipsoidal valleys, with the heavy mass \(M\) along \(x\) (type A), along \(y\) (type B) or along \(z\) (type C), and the light mass \(m\) along the other two axes. With \(P=\pi^2\hbar^2/2\), their subband edges are

\[
\begin{aligned}
E_A(n,p)&=P\left(\frac{n^2}{MT^2}+\frac{p^2}{mW^2}\right),\\
E_B(n,p)&=P\left(\frac{n^2}{mT^2}+\frac{p^2}{MW^2}\right),\\
E_C(n,p)&=P\left(\frac{n^2}{mT^2}+\frac{p^2}{mW^2}\right).
\end{aligned}
\]

Without spin-orbit coupling and without coupling between valleys, each orbital level of each type carries a factor 2 for spin and 2 for the pair. If \(N_v(E)\) is the number of pairs \((n,p)\) of type \(v\) with edge energy \(E\), the total degeneracy of the edge is

\[
g(E)=4\left[N_A(E)+N_B(E)+N_C(E)\right].
\]

This counts states at one value of \(k\); the states at \(k\) and \(-k\) are not added together.

The three ground levels have a definite order in a sheet with \(T<W\). Subtracting the expressions for \(n=p=1\) gives

\[
E_A-E_B=P\left(\frac1M-\frac1m\right)\left(\frac1{T^2}-\frac1{W^2}\right)<0,
\]

because the first bracket is negative and the second positive. Likewise,

\[
E_C-E_B=\frac{P}{W^2}\left(\frac1m-\frac1M\right)>0 .
\]

Type A lies lowest because it places the heavy mass where the confinement is strongest. In the example, \(E_x\) is 16.712 meV for A and 75.206 meV for B and C, while \(E_y\) is 4.700 meV for A and C and 1.045 meV for B. The ground levels are therefore

\[
\begin{aligned}
E_A(1,1)&=16.712+4.700=21.41\ \text{meV},\\
E_B(1,1)&=75.206+1.045=76.25\ \text{meV},\\
E_C(1,1)&=75.206+4.700=79.91\ \text{meV}.
\end{aligned}
\]

The lowest edge, 21.41 meV, equals \(7.869\times10^{-4}\) hartree. The next edges are A(1,2) at 35.51, A(1,3) at 59.02 and A(2,1) at 71.55 meV, so with hard walls four subbands of type A begin before the first of type B. Each of these edges is fourfold.

The first step, \(3E_y=14.1\) meV, is smaller than the room-temperature thermal energy, whereas the step in the thickness quantum number, \(3E_x=50.1\) meV, is larger. The sheet is thus on its way to a two-dimensional film. That limit is \(W\to\infty\) at fixed \(T\): with \(q_y=p\pi/W\), the width energy becomes \(E_yp^2=\hbar^2q_y^2/(2m_y)\), and the spacing \(\pi/W\) of the allowed \(q_y\) shrinks to zero. Each \(n\) then labels a two-dimensional subband starting at \(E_xn^2\), and \(p\) turns into a continuous wave number.

The tenth level of the sheet breaks the fourfold pattern. A(1,4) and B(1,4) both lie at 91.92 meV, with a total degeneracy of 8. The cause is the ratio \(W=4T\). For any integer \(r\) and \(W=rT\), insert \(p=rq\) in type A and the pair \((q,rn)\) in type B:

\[
\begin{aligned}
E_A(n,rq)&=P\left(\frac{n^2}{MT^2}+\frac{r^2q^2}{m\,r^2T^2}\right)=P\left(\frac{n^2}{MT^2}+\frac{q^2}{mT^2}\right),\\
E_B(q,rn)&=P\left(\frac{q^2}{mT^2}+\frac{r^2n^2}{M\,r^2T^2}\right)=P\left(\frac{q^2}{mT^2}+\frac{n^2}{MT^2}\right).
\end{aligned}
\]

The two are equal for every \(n\) and \(q\). The geometry explains why. The width factor \(\sin(rq\pi y/W)=\sin(q\pi y/T)\) vanishes at \(y=T,2T,\dots\), so these nodal lines cut the sheet into \(r\) squares of side \(T\), each of which holds a complete hard-wall state. Reflecting a square about its diagonal exchanges \(x\) and \(y\), and with them the valley types A and B. Continuing the reflected state across each of the lines \(y=T,2T,\dots\) as its mirror image with opposite sign gives the partner state in the sheet. Types A and B also share the transport mass \(m_z=m\), so the two subbands coincide at every \(k\), not just at their edges.

A change of width removes this coincidence. At \(W=21\) nm all width energies shrink by the factor \((20/21)^2\approx0.907\). The width part of A(1,4) is \(16\cdot4.700\approx75.2\) meV and that of B(1,4) is \(16\cdot1.045\approx16.7\) meV, so A falls further. The levels become 84.93 and 90.36 meV, a splitting of 5.4 meV for a change of 1 nm.

The case \(r=1\) is the square wire. Types A and B then share their ground level, at \(16.712+75.206=91.92\) meV for a side of 5 nm, with degeneracy 8, while type C starts at \(2\cdot75.206=150.41\) meV with degeneracy 4. The value 91.92 meV is the same as for the tenth level of the sheet, because that level is made of four such squares. The symmetry that is absent inside one valley is restored by the set of valleys: the diagonal reflection maps A to B and leaves C unchanged.

These levels and multiplicities were tested against a diagonalization in two-dimensional polynomials that vanish on the walls, which uses neither sines nor separation of variables. For the ten levels of the sheet the multiplicities agree, and the energies agree to better than one part in \(10^7\) of each level. This tests the solution of the model and not the model itself, whose assumptions can fail in several ways.

The first is the orientation of the valley. If its principal axes are tilted within the cross-section, the inverse-mass tensor \(w\) has an element \(w_{xy}\), and

\[
H_\perp=-\frac{\hbar^2}{2}\left(w_{xx}\partial_x^2+w_{yy}\partial_y^2+2w_{xy}\partial_x\partial_y\right).
\]

The variables no longer separate. In the product ground state the mean value of the new term is

\[
-\hbar^2w_{xy}\int_0^TX_1X_1'\,dx\int_0^WY_1Y_1'\,dy
=-\hbar^2w_{xy}\left[\frac{X_1^2}{2}\right]_0^T\left[\frac{Y_1^2}{2}\right]_0^W=0 ,
\]

so the mean energy is still the diagonal formula with \(1/m_x=w_{xx}\) and \(1/m_y=w_{yy}\). The product is not an eigenstate, however: \(\partial_x\partial_y\) turns the two sines into two cosines, which do not vanish on the walls. By the variational principle the true ground level lies below the formula. For a tilt of 45°, the unit vectors along the heavy and light axes are \((1,1)/\sqrt2\) and \((1,-1)/\sqrt2\), hence

\[
w_{xx}=w_{yy}=\frac12\left(\frac1M+\frac1m\right),\qquad w_{xy}=\frac12\left(\frac1M-\frac1m\right).
\]

For the 5 nm by 20 nm sheet the diagonal formula gives 48.83 meV and the full tensor 47.82 meV, a reduction of about 2% relative to the formula. As used here, the variational argument covers the ground level; it does not fix the sign of the shift for excited levels in general. In this example the next levels fall by more: the second by about 4 meV from 57.4 meV, the third by about 9 meV from 71.8 meV.

The second assumption is the hard wall. With a finite barrier, the hard-wall ground state, extended by zero into the barrier, is an allowed trial function with unchanged energy. It has a kink at the wall and so is not an eigenstate; the true ground level is lower. The size of the effect can be found for the thickness direction alone, with barrier height \(V\) and the same mass inside and outside. Put the origin at the centre of the well. The even ground state is \(\cos qx\) inside and proportional to \(e^{-\kappa|x|}\) outside, with \(q^2+\kappa^2=2m_xV/\hbar^2\). Continuity of the function and its slope at \(x=T/2\) gives \(q\tan(qT/2)=\kappa\). Multiplying by \(T/2\) and writing \(z=qT/2\),

\[
z\tan z=\sqrt{z_0^2-z^2},\qquad z_0=\frac{T\sqrt{2m_xV}}{2\hbar},\qquad \varepsilon=\frac{2\hbar^2z^2}{m_xT^2}=E_x\left(\frac{2z}{\pi}\right)^2 .
\]

For \(V=3000\) meV and \(m_x=M\), \(z_0=21.046\) and \(z=1.4995\), so the thickness energy is 15.23 meV instead of 16.71 meV, about 9% below the hard-wall value. For a high barrier, set \(z=\pi/2-\delta\) with small \(\delta\). Then \(\tan z\approx1/\delta\), the condition becomes \(z/\delta\approx z_0\), and \(z(1+1/z_0)\approx\pi/2\). This gives

\[
\varepsilon\approx\frac{\pi^2\hbar^2}{2m_x(T+T/z_0)^2}.
\]

The well acts like a hard-wall well that is thicker by \(T/z_0\approx0.24\) nm, twice the decay length \(\hbar/\sqrt{2m_xV}\). The hard-wall formula returns as \(z_0\to\infty\), and its relative error, about \(2/z_0\), grows as the sheet is thinned.

A finite barrier also removes the coincidence of types A and B at \(W=4T\). For a given mass and a high barrier the added thickness is nearly the same for a short side and a long one, so the effective sides are no longer in the ratio 4. With \(V=3000\) meV, and with the two directions solved separately in this way, A(1,4) lies at 86.8 meV and B(1,4) at 78.3 meV. The light mass is affected more than the heavy one: its thickness energy falls from 75.2 to 62.0 meV, by 17.5%. This changes the order of the ladder, since B(1,1) at 63.0 meV now lies below A(2,1) at 65.4 meV, and only three subbands of type A begin before the first of type B. A barrier whose mass differs from that inside changes these numbers again. In the square wire the coincidence survives, because there it follows from the diagonal reflection alone.

The third assumption is the flat potential. A constant shift moves all edges together and leaves the degeneracies alone, but a potential that varies across the section changes the states themselves. For a level well separated from the others the change is small while the variation is small compared with the level spacings. Within a degenerate level of one valley even a weak potential can mix the states and split them. Degenerate states of different valleys, such as A(1,4) and B(1,4), are not mixed in this model but shift by different amounts: a uniform field of 10 meV/nm across the thickness lowers them by 1.6 and 0.4 meV, at second order in the field.

Nonparabolic bands and coupling between valleys are also outside this model. The first grows with energy. With the common form \(E(1+\alpha E)=E_{\text{parabolic}}\) and \(\alpha=0.5\) eV\(^{-1}\), a value typical of silicon, the level at 91.92 meV already falls by about 4 meV and the one at 436.6 meV by about 68 meV. The coincidences found at 436.6 and 835.6 meV therefore illustrate the model and do not predict energies in a material. The second can split the factor 2 assigned to a pair of type A or B. The two valleys of type C lie at opposite wave numbers along \(z\), and walls that are uniform along \(z\) do not couple them.

## Computed results

```
heavy mass 0.9 m_e, light mass 0.2 m_e
thickness T = 5 nm, width W = 20 nm
pi^2 hbar^2/(2 m_e) = 376.03 meV nm^2
valley A: E_x = 16.712 meV, E_y = 4.700 meV, rho = 3.5556
valley B: E_x = 75.206 meV, E_y = 1.045 meV, rho = 72.0000
valley C: E_x = 75.206 meV, E_y = 4.700 meV, rho = 16.0000
Lowest levels of the sheet (degeneracy with spin and valleys):
  A(1,1): 21.41 meV, degeneracy 4
  A(1,2): 35.51 meV, degeneracy 4
  A(1,3): 59.02 meV, degeneracy 4
  A(2,1): 71.55 meV, degeneracy 4
  B(1,1): 76.25 meV, degeneracy 4
  B(1,2): 79.38 meV, degeneracy 4
  C(1,1): 79.91 meV, degeneracy 4
  B(1,3): 84.61 meV, degeneracy 4
  A(2,2): 85.65 meV, degeneracy 4
  A(1,4) + B(1,4): 91.92 meV, degeneracy 8
ground level A(1,1) = 7.8691e-04 hartree
at W = 21 nm: A(1,4) = 84.93 meV, B(1,4) = 90.36 meV
valley A: rho = 32/9 exactly
first coincidence in valley A: [(4, 6), (5, 2)] at 436.6 meV
distinct levels of valley A below it: 30
width with rho = 1 in valley A: 10.607 nm
  (1,2) and (2,1) there: 83.56 meV, orbital multiplicity 2
  first threefold level: n^2+p^2 = 50, 835.6 meV
square wire 5 nm x 5 nm, valley A: (2,1) = 142.1 meV, (1,2) = 317.5 meV
  ground level A+B: 91.92 meV, degeneracy 8
  valley C ground level: 150.41 meV, degeneracy 4
45-degree tilt: diagonal formula 48.83 meV, full tensor 47.82 meV
barrier 3000 meV, valley A thickness energy: 15.23 meV (hard wall 16.71 meV)
  z0 = 21.046, z = 1.4995
```
